# Density front and junction current between filled and empty half-chains

## Problem

Non-interacting fermions of a single spin species live on an infinite chain with lattice spacing \(a\) and Hamiltonian

\[
H=-J\sum_j\left(c_{j+1}^\dagger c_j+c_j^\dagger c_{j+1}\right),\qquad J>0 .
\]

The band is \(\varepsilon(k)=-2J\cos k\), where \(k\) is the phase per site, and its width is \(W=4J\). Before \(t=0\) the bond between sites 0 and 1 is cut, every site \(j\le 0\) is filled and every site \(j\ge 1\) is empty. At \(t=0\) the bond is switched on. Measure position from this bond, \(x_j=(j-\tfrac12)a\), and define

\[
v=\frac{2Ja}{\hbar},\qquad \tau=\frac{2Jt}{\hbar}=\frac{vt}{a}.
\]

(a) Express the density \(n_j(t)\) as a sum over Bessel functions.

(b) Show that for \(t\to\infty\) at fixed \(\xi=x/(vt)\), \(|\xi|<1\), the density tends to \(\arccos(\xi)/\pi\). What happens for \(|\xi|>1\)?

(c) Find the particle current through the junction at all times, its long-time limit and the leading correction. Relate the limit to the bandwidth.

(d) Evaluate the results for neutral atoms in an optical lattice with \(J/h=100\) Hz, \(a=0.5\) µm and \(t=40\) ms, and discuss the accuracy of the limits.

## Solution

### (a) Density at finite time

The Heisenberg equation is \(i\hbar\,\dot c_j=[c_j,H]=-J(c_{j+1}+c_{j-1})\). It is linear, so \(c_j(t)=\sum_m U_{jm}(t)c_m\) with \(U_{jm}(0)=\delta_{jm}\). A plane wave \(e^{ikj}\) acquires the factor \(e^{-i\varepsilon(k)t/\hbar}=e^{i\tau\cos k}\). Superposing plane waves to meet the initial condition gives

\[
U_{jm}=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ik(j-m)+i\tau\cos k}=i^{\,j-m}\mathcal J_{j-m}(\tau).
\]

The last equality is the integral definition of the Bessel function \(\mathcal J_l\), written in script to distinguish it from the hopping \(J\). Three properties follow from this integral:

- Replacing \(k\) by \(-k\) gives \(\mathcal J_{-l}=(-1)^l\mathcal J_l\). Complex conjugation followed by \(k\to k+\pi\) shows that \(\mathcal J_l\) is real.
- Differentiation with respect to \(\tau\) brings down \(i\cos k\), which shifts \(l\) by \(\pm1\). Hence \(\mathcal J_l'=\tfrac12(\mathcal J_{l-1}-\mathcal J_{l+1})\).
- The integral of the \(k\)-derivative of \(e^{ikl+i\tau\cos k}\) over a period vanishes. Hence \(2l\,\mathcal J_l/\tau=\mathcal J_{l-1}+\mathcal J_{l+1}\).

Initially \(\langle c_m^\dagger c_{m'}\rangle=\delta_{mm'}\) for \(m\le0\) and zero otherwise. With \(l=j-m\),

\[
n_j=\sum_{m\le0}|U_{jm}|^2=\sum_{l\ge j}\mathcal J_l(\tau)^2 .
\]

Parseval's theorem gives \(\sum_l\mathcal J_l^2=1\), so \(p_l=\mathcal J_l(\tau)^2\) is a probability distribution: the chance that a particle released from one site has moved by \(l\) sites. The density \(n_j\) is the chance that \(l\ge j\). Since \(p_{-l}=p_l\), one also has \(n_j+n_{1-j}=1\), so the profile is antisymmetric about the value \(\tfrac12\) at the bond.

### (b) The scaling limit

**Characteristic function.** The numbers \(i^l\mathcal J_l\) are the Fourier coefficients of \(g(k)=e^{i\tau\cos k}\). Multiplying them by \(e^{iql}\) replaces \(g(k)\) by \(g(k-q)\), so Parseval's theorem gives

\[
\sum_l p_l e^{iql}=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{i\tau[\cos(k-q)-\cos k]} .
\]

Here \(\cos(k-q)-\cos k=2\sin(q/2)\sin(k-q/2)\). Shifting \(k\) over the full period turns the second sine into a cosine, and

\[
\sum_l p_l e^{iql}=\mathcal J_0\!\left(2\tau\sin\frac q2\right).
\]

To follow the scaled displacement \(l/\tau\), set \(q=s/\tau\). At fixed \(s\) the argument tends to \(s\), and

\[
\sum_l p_l e^{isl/\tau}\to\mathcal J_0(s)=\frac1\pi\int_0^\pi e^{is\cos\theta}\,d\theta .
\]

The right side is the average of \(e^{isy}\) for \(y=\cos\theta\), with \(\theta\) uniform on \([0,\pi]\).

**From exponentials to probabilities.** Let \(f\) be a continuous trapezoid function, \(f(y)=\int ds\,\hat f(s)e^{isy}\). Its transform is bounded and falls as \(1/s^2\), so it is absolutely integrable. Since \(|\mathcal J_0|\le1\), dominated convergence allows the limit under the integral:

\[
\sum_l p_l f(l/\tau)=\int ds\,\hat f(s)\,\mathcal J_0\!\left(2\tau\sin\frac{s}{2\tau}\right)\to\frac1\pi\int_0^\pi f(\cos\theta)\,d\theta .
\]

Take \(|\xi|<1\) and a small \(\epsilon>0\). Choose \(f\) to vanish outside \([\xi,2]\), to equal 1 on \([\xi+\epsilon,2-\epsilon]\), and to be linear in between. It lies below the indicator function of \(y>\xi\), so in the limit

\[
\mathrm{Prob}(l/\tau>\xi)\ \text{is at least}\ \mathrm{Prob}(\cos\theta\ge\xi+\epsilon)=\frac{\arccos(\xi+\epsilon)}{\pi}.
\]

The mirror construction on \([-2,\xi]\) shows that \(\mathrm{Prob}(l/\tau<\xi)\) is in the limit at least \(1-\arccos(\xi-\epsilon)/\pi\). The two probabilities add up to at most 1, so \(\mathrm{Prob}(l/\tau>\xi)\) is also at most \(\arccos(\xi-\epsilon)/\pi\) in the limit. Letting \(\epsilon\to0\) closes the gap.

For a site at \(x_j=\xi vt\), \(j=\xi\tau+\tfrac12\), and for integer \(l\) the condition \(l\ge j\) is the same as \(l>\xi\tau\). If no site lies at the chosen \(\xi\), the nearest one differs from it by at most \(1/(2\tau)\); because \(n_j\) decreases with \(j\) and the limit is continuous, this does not matter. Therefore

\[
\boxed{\,n(x,t)\to\frac1\pi\arccos\frac{x}{vt},\qquad |x|<vt .}
\]

For \(\xi>1\), the trapezoid on \([-2,\xi]\) can be chosen equal to 1 on all of \([-1,1]\). Then \(\mathrm{Prob}(l/\tau<\xi)\to1\) and \(n\to0\). By the symmetry \(n_j+n_{1-j}=1\), \(n\to1\) for \(\xi<-1\).

**Ray picture.** The group speed is \((2Ja/\hbar)\sin k=v\sin k\). A wave found at \(x\) came from the filled side if \(v\sin k>x/t\), that is, \(\sin k>\xi\). This holds on an interval of length \(\pi-2\arcsin\xi=2\arccos\xi\). Divided by \(2\pi\), it gives the same profile.

### (c) Junction current

Let \(N_R=\sum_{j\ge1}n_j\). The number on the right changes through the junction bond alone, so \(I=dN_R/dt\), positive to the right. The recurrence for \(\mathcal J_l'\) gives a telescoping sum:

\[
\frac{dn_j}{d\tau}=\sum_{l\ge j}2\mathcal J_l\mathcal J_l'=\sum_{l\ge j}\left(\mathcal J_{l-1}\mathcal J_l-\mathcal J_l\mathcal J_{l+1}\right)=\mathcal J_{j-1}\mathcal J_j .
\]

Summing over \(j\ge1\) and using \(d\tau/dt=2J/\hbar\),

\[
I=\frac{2J}{\hbar}S,\qquad S(\tau)=\sum_{l\ge0}\mathcal J_l\mathcal J_{l+1}.
\]

Differentiating \(S\) with the same recurrence,

\[
S'=\frac12\sum_{l\ge0}\left(\mathcal J_{l-1}\mathcal J_{l+1}-\mathcal J_l\mathcal J_{l+2}+\mathcal J_l^2-\mathcal J_{l+1}^2\right)
=\frac12\left(\mathcal J_{-1}\mathcal J_1+\mathcal J_0^2\right)=\frac12\left(\mathcal J_0^2-\mathcal J_1^2\right).
\]

The recurrences also give \(\mathcal J_0'=-\mathcal J_1\) and \(\mathcal J_1'=\mathcal J_0-\mathcal J_1/\tau\). Hence

\[
\frac{d}{d\tau}\left[\tau(\mathcal J_0^2+\mathcal J_1^2)\right]
=\mathcal J_0^2+\mathcal J_1^2-2\tau\mathcal J_0\mathcal J_1+2\tau\mathcal J_1\mathcal J_0-2\mathcal J_1^2
=\mathcal J_0^2-\mathcal J_1^2=2S' .
\]

Both \(S\) and the bracket vanish at \(\tau=0\), so

\[
I(t)=\frac{2J}{\hbar}\,\frac{\tau}{2}\left[\mathcal J_0(\tau)^2+\mathcal J_1(\tau)^2\right].
\]

**Short times.** With \(\mathcal J_0\to1\) and \(\mathcal J_1\to0\), \(I\approx 2J^2t/\hbar^2\). The current starts at zero and grows linearly, because the bond must first build up coherence between its two sites.

**Long times.** The phase \(\tau\cos k\) in the integral for \(\mathcal J_0\) is stationary at \(k=0\) and \(k=\pi\). The two Gaussian integrals are complex conjugates and add up to

\[
\mathcal J_0\approx\sqrt{\frac{2}{\pi\tau}}\cos\chi,\qquad \chi=\tau-\frac\pi4 .
\]

For the next order, combine the two derivative relations into \(\mathcal J_0''+\mathcal J_0'/\tau+\mathcal J_0=0\). The function \(u=\sqrt\tau\,\mathcal J_0\) then obeys \(u''+[1+1/(4\tau^2)]u=0\). Inserting \(u\propto\cos\chi+(b\sin\chi+c\cos\chi)/\tau\), the terms of order \(\tau^{-2}\) are \((\tfrac14-2b)\cos\chi+2c\sin\chi\), so \(b=\tfrac18\) and \(c=0\). With \(\mathcal J_1=-\mathcal J_0'\),

\[
\mathcal J_0\approx\sqrt{\frac{2}{\pi\tau}}\left[\cos\chi+\frac{\sin\chi}{8\tau}\right],\qquad
\mathcal J_1\approx\sqrt{\frac{2}{\pi\tau}}\left[\sin\chi+\frac{3\cos\chi}{8\tau}\right].
\]

The squares add up to \((2/\pi\tau)[1+\sin\chi\cos\chi/\tau]\), and \(\sin\chi\cos\chi=\tfrac12\sin(2\tau-\pi/2)=-\tfrac12\cos2\tau\). Since \(2J/(\pi\hbar)=4J/h=W/h\),

\[
\boxed{\,I(t)=\frac Wh\left[1-\frac{\cos2\tau}{2\tau}+O(\tau^{-2})\right]\to\frac Wh .}
\]

**Why the bandwidth appears.** At late times the right-moving states at the junction, \(0<k<\pi\), come from the filled side and the left-moving ones from the empty side. With \(v_k=\hbar^{-1}d\varepsilon/dk\) in sites per unit time,

\[
I=\int_0^\pi\frac{dk}{2\pi}\,v_k=\frac{1}{2\pi\hbar}\left[\varepsilon(\pi)-\varepsilon(0)\right]=\frac Wh .
\]

The speed of each state cancels against the density of states, leaving the energy range.

**Partly filled halves.** If the sites are initially uncorrelated, with mean fillings \(\rho_L\) and \(\rho_R\), the sum in (a) is weighted by these fillings. The density becomes \(\rho_R+(\rho_L-\rho_R)n_j\), and the limiting current becomes \((\rho_L-\rho_R)W/h\).

### (d) Numbers and accuracy

The speed is \(v=4\pi(J/h)a=4\pi\times100\ \text{s}^{-1}\times0.5\ \text{µm}=0.628\) µm/ms. After 40 ms the front is at \(vt=25.1\) µm, and \(\tau=25.13/0.5=50.3\).

At site 12, \(x=5.75\) µm and \(\xi=5.75/25.13=0.2288\). The limit law gives \(\arccos(0.2288)/\pi=0.427\) atoms per site; the finite-time density is 0.428. Other sites compare as follows.

| \(j\) | \(x/(vt)\) | density | arccos law |
|---|---|---|---|
| −24 | −0.487 | 0.660 | 0.662 |
| 25 | 0.487 | 0.340 | 0.338 |
| 38 | 0.746 | 0.225 | 0.232 |
| 46 | 0.905 | 0.154 | 0.140 |
| 51 | 1.005 | 0.019 | 0 |

The agreement is worst near the front, where the square-root edge of the arccosine is rounded. The width of this region follows from the amplitude integral near the fastest wave. With \(k=\pi/2+p\), its phase is, up to a constant, \((l-\tau)p+\tau p^3/6\). The relevant \(p\) scale as \(\tau^{-1/3}\), so the front is of order \(\tau^{1/3}\) sites wide. The amplitude there is of order \(\tau^{-1/3}\), and summing its square over the width gives a density of order \(\tau^{-1/3}\).

The numerical output agrees with this estimate: between \(\tau=37.5\) and \(300.5\) the largest deviation falls from 0.026 to 0.013 atoms per site, an observed exponent of 0.327. This figure moves between about 0.31 and 0.35 when the two times are shifted by a fraction of a site, so it supports \(\tfrac13\) to about \(\pm0.02\). For \(|x|\le0.8vt\) it falls faster, from 0.0086 to 0.0014. The light cone is thus sharp on the scale \(vt\), while the front itself keeps widening in sites.

The limiting current is \(W/h=4\times100\ \text{Hz}=400\) atoms/s. At 1 ms the current is already 533 atoms/s, above the limit and still rising, since \(S'>0\) until \(\mathcal J_0^2=\mathcal J_1^2\). Afterwards it oscillates about the limit: 384 at 10 ms, 414 at 11.25 ms and 396 at 40 ms. At 40 ms, \(\cos2\tau=1\), and the leading correction lowers the current by a fraction \(1/(2\tau)=0.00995\) of \(W/h\), in agreement with the ratio 0.9901.

The profile also predicts the number transferred, \(N_R\approx\tau\int_0^1 d\xi\,\arccos(\xi)/\pi=\tau/\pi=Wt/h\). This is \(400\times0.040=16.0\) atoms, against 15.9992 at finite time: the early excesses and deficits of the current have almost cancelled.

These results hold while the front is far from the ends of the chain; the chain must be taken long before the time is. They also require negligible interactions and disorder, equal hopping throughout, and a flat potential: any trap or tilt should change the site energy by much less than \(J\) over the region \(|x|<vt\). This is a real demand on an experiment. For potassium-40 atoms at the spacing and hopping used here, gravity along the chain would change the energy by about \(4.9J\) per site and hold the atoms near the junction, so the chain must be level or the tilt compensated. The model also omits hopping beyond nearest neighbours. For these atoms the lattice is about 9.8 recoil energies deep and the second-neighbour hopping is about \(0.012J\) in size; at 40 ms it shifts the density by less than 0.001 and the transferred number by about 0.004. Two independent spin species double the current. For carriers of charge \(q\) the electric current is \(qW/h\) within this model, but a charge imbalance between the halves, whether present at the start or built up by the current itself, can then produce strong electric fields that the model omits.

## Computed values

```
hopping J/h = 100.0 Hz, spacing a = 0.5 um, time t = 40.0 ms
bandwidth over h, W/h = 400.0 atoms/s
greatest group speed v = 0.6283 um/ms
tau = v t / a = 50.265 (dimensionless)
front position v t = 25.13 um
site j, x (um), x/(vt), exact density, arccos law (atoms per site):
   -59   -29.75  -1.1837   1.00000   1.00000
   -37   -18.75  -0.7460   0.77462   0.76805
   -24   -12.25  -0.4874   0.66046   0.66206
   -11    -5.75  -0.2288   0.57184   0.57348
     0    -0.25  -0.0099   0.50315   0.50317
     1     0.25   0.0099   0.49685   0.49683
    12     5.75   0.2288   0.42816   0.42652
    25    12.25   0.4874   0.33954   0.33794
    38    18.75   0.7460   0.22538   0.23195
    46    22.75   0.9052   0.15361   0.13973
    50    24.75   0.9848   0.03592   0.05562
    51    25.25   1.0047   0.01921   0.00000
    60    29.75   1.1837   0.00000   0.00000
time (ms), junction current (atoms/s), ratio to W/h:
    0.50   357.692   0.89423
    1.00   533.086   1.33271
    2.50   342.612   0.85653
    3.75   444.166   1.11041
   10.00   384.428   0.96107
   11.25   414.377   1.03594
   40.00   396.041   0.99010
leading correction size 1/(2 tau) at t: 0.00995
atoms transferred by time t: 15.9992
estimate W t / h: 16.0000 atoms
tau, largest density deviation: whole profile, |x| <= 0.8 vt:
    37.5   0.02591   0.00863
   100.5   0.01918   0.00354
   300.5   0.01313   0.00139
observed decay exponent of whole-profile deviation: 0.327
largest density beyond 1.2 vt at tau = 300.5: 1.1e-25
largest amplitude error against Bessel form: 4.9e-15
largest density error against Bessel sum: 3.3e-15
largest current error (per unit tau): 3.9e-16
```
